# Hönl-London Factors from 3j Symbols, with Their Branch Sum Rule, part 2

The problem is how the strength of an electronic band is shared among its rotational lines. The model is a rigid linear molecule in singlet states, without mixing between electronic states and with the same transition moment for all lines of the band. The algebra is in atomic units.

The lower level has total angular momentum \(J\), signed projection \(\Lambda\) on the molecular axis and laboratory projection \(M\); primes mark the upper level. Here \(q=\Lambda'-\Lambda\) is 0 for a parallel band and \(\pm1\) for a perpendicular one. The branches P, Q and R have \(J'=J-1\), \(J\) and \(J+1\).

The rotation by \(\alpha,\beta,\gamma\) carries the laboratory axes into the body axes, with body \(z\) along the molecule. Its matrix is

\[
D^J_{M\Lambda}(R)=\langle JM|e^{-i\alpha J_z}e^{-i\beta J_y}e^{-i\gamma J_z}|J\Lambda\rangle
=e^{-iM\alpha}d^J_{M\Lambda}(\beta)e^{-i\Lambda\gamma}.
\tag{2}
\]

It is unitary, and \(d^J\) is real. A full state is an electronic function times a rotor function proportional to \(D^{J*}_{M\Lambda}\). Vectors have the spherical components

\[
v_{\pm1}=\mp\frac{v_x\pm iv_y}{\sqrt2},\qquad v_0=v_z ,
\tag{10}
\]

and \(\mu_q\) is the transition moment's component in the body frame. For laboratory dipole component \(p\), the amplitude is

\[
A_{M'pM}=(-1)^{M'-\Lambda'}\mu_q\sqrt{(2J+1)(2J'+1)}
\begin{pmatrix}J'&1&J\\-M'&p&M\end{pmatrix}
\begin{pmatrix}J'&1&J\\-\Lambda'&q&\Lambda\end{pmatrix}.
\tag{12}
\]

The line strength, \(|A_{M'pM}|^2\) summed over \(M\), \(M'\) and \(p\), is \(|\mu_q|^2S\), with the Hönl-London factor

\[
S=(2J+1)(2J'+1)
\begin{pmatrix}J'&1&J\\-\Lambda'&q&\Lambda\end{pmatrix}^2 .
\tag{14}
\]

The 3j symbols are the real components of the normalized, rotationally invariant vector \(|0\rangle\) built from three angular momenta. For two equal angular momenta that vector is \((2J+1)^{-1/2}\sum_m(-1)^{J-m}|m\rangle|{-m}\rangle\). The map \(C|m\rangle=(-1)^m|{-m}\rangle\) turns \(J_\pm\) into \(-J_\mp\).

### Proof of the sum rule

Build the invariant vector of \(J'\), 1 and \(J\) in two stages. First couple 1 and \(J\) to a total \(J'\), with states \(|(1J)J'm\rangle\). Then combine these with the separate factor \(J'\):

\[
|0\rangle=\frac1{\sqrt{2J'+1}}\sum_m(-1)^{J'-m}|J',-m\rangle\,|(1J)J'm\rangle .
\]

The component on \(|J',-\Lambda'\rangle|1q\rangle|J\Lambda\rangle\) comes from \(m=\Lambda'\). Its square is

\[
\begin{pmatrix}J'&1&J\\-\Lambda'&q&\Lambda\end{pmatrix}^2
=\frac{\langle J\Lambda;1q|J'\Lambda'\rangle^2}{2J'+1},
\]

where the bracket is the Clebsch-Gordan coefficient. Substitution in (14) cancels \(2J'+1\):

\[
S=(2J+1)\,\langle J\Lambda;1q|J'\Lambda'\rangle^2 .
\tag{15}
\]

The squared coefficient is the weight of total angular momentum \(J'\) in the normalized state \(|J\Lambda\rangle|1q\rangle\). The possible totals exhaust the product space, so the weights add to one, and

\[
\sum_{J'}S(J',\Lambda+q;J,\Lambda)=2J+1 .
\tag{16}
\]

If \(J'<|\Lambda'|\), the upper level does not exist and its weight is zero. No correction is needed at the edge of a band.

Coupling 1 with \(J'\) instead, to a total \(J\), gives \(S=(2J'+1)\langle J',-\Lambda';1q|J,-\Lambda\rangle^2\). With the upper level and \(q\) fixed, the sum over \(J\) is therefore \(2J'+1\). This is the form needed for emission from one upper level.

The physical content of (16) can be seen without coupling coefficients. For a single orientation, the laboratory components of a body-fixed dipole have squares that add to \(|\mu_q|^2\), since \(\sum_p|D^1_{pq}|^2=1\). Averaged over any normalized rotor state, this is still \(|\mu_q|^2\). Each of the \(2J+1\) states \(M\) thus contributes \(|\mu_q|^2\) in total, and rotation decides only how that amount is shared among the lines.

The argument also shows when the rule fails. If the moment depends on \(J'\), for instance because rotation stretches the bond, the sum becomes \(\sum_{J'}|\mu_q(J')|^2S\) and no common factor can be taken out. If upper electronic states with different \(\Lambda'\) mix, their amplitudes must be added before squaring. The strength of the band to one mixed state can then depend on their relative signs.

### Explicit factors without tables

The weights in (15) follow from a small piece of operator algebra. Let \(\mathbf J\) and \(\mathbf s\), with \(s=1\), act on the two factors of the product space, and let \(X=\mathbf J\cdot\mathbf s\). Since \((\mathbf J+\mathbf s)^2=J(J+1)+2+2X\), the eigenvalue of \(X\) is

\[
x=\tfrac12[J'(J'+1)-J(J+1)-2],\qquad
x_R=J,\quad x_Q=-1,\quad x_P=-(J+1).
\]

For \(J\ge1\) these are distinct. The weight of one eigenspace is the expectation value of a projector that vanishes on the other two:

\[
w_R=\frac{\langle(X+1)(X+J+1)\rangle}{(J+1)(2J+1)},\quad
w_Q=-\frac{\langle(X-J)(X+J+1)\rangle}{J(J+1)},\quad
w_P=\frac{\langle(X-J)(X+1)\rangle}{J(2J+1)} .
\tag{17}
\]

The denominators are products of differences of eigenvalues, for example \((x_P-x_R)(x_P-x_Q)=(-2J-1)(-J)\). Only \(\langle X\rangle\) and \(\langle X^2\rangle\) in the state \(|\Lambda\rangle|q\rangle\) are needed. Write

\[
X=J_zs_z+\tfrac12(J_+s_-+J_-s_+).
\]

The ladder terms change the state, so \(\langle X\rangle=q\Lambda\). The mean of \(X^2\) is the squared length of \(X|\Lambda\rangle|q\rangle\). Use \(s_\pm|0\rangle=\sqrt2|\pm1\rangle\), \(s_-|1\rangle=\sqrt2|0\rangle\), and \(c_\pm^2=J(J+1)-\Lambda(\Lambda\pm1)\) for the squared length of \(J_\pm|\Lambda\rangle\).

**Parallel band.** For \(q=0\) the two ladder terms lead to orthogonal states, each with squared coefficient \(c_\pm^2/2\). Hence

\[
\langle X\rangle=0,\qquad
\langle X^2\rangle=\tfrac12(c_+^2+c_-^2)=J(J+1)-\Lambda^2 .
\]

The numerator of \(w_R\) is \(\langle X^2\rangle+J+1=(J+1)^2-\Lambda^2\). That of \(w_Q\), before its minus sign, is \(\langle X^2\rangle-J(J+1)=-\Lambda^2\). That of \(w_P\) is \(\langle X^2\rangle-J=J^2-\Lambda^2\). Multiplication of the weights by \(2J+1\) gives

\[
S_R=\frac{(J+1)^2-\Lambda^2}{J+1},\qquad
S_Q=\frac{(2J+1)\Lambda^2}{J(J+1)},\qquad
S_P=\frac{J^2-\Lambda^2}{J}.
\tag{18}
\]

The sum rule can be read off directly. \(S_R+S_P=2J+1-\Lambda^2[1/(J+1)+1/J]\), and the subtracted term is \(S_Q\).

**Perpendicular band.** For \(q=+1\), \(s_+\) gives zero and one ladder term remains:

\[
\langle X\rangle=\Lambda,\qquad
\langle X^2\rangle=\Lambda^2+\tfrac12[J(J+1)-\Lambda(\Lambda+1)] .
\]

Twice the three numerators in (17) are

\[
\begin{aligned}
2\langle X^2+(J+2)X+J+1\rangle&=\Lambda^2+(2J+3)\Lambda+(J+1)(J+2)\\
&=(J+1+\Lambda)(J+2+\Lambda),\\
2\langle X^2+X-J(J+1)\rangle&=\Lambda^2+\Lambda-J(J+1)\\
&=-(J-\Lambda)(J+1+\Lambda),\\
2\langle X^2+(1-J)X-J\rangle&=\Lambda^2-(2J-1)\Lambda+J(J-1)\\
&=(J-\Lambda)(J-1-\Lambda).
\end{aligned}
\]

Therefore

\[
\begin{aligned}
S_R&=\frac{(J+1+\Lambda)(J+2+\Lambda)}{2(J+1)},\\
S_Q&=\frac{(2J+1)(J-\Lambda)(J+1+\Lambda)}{2J(J+1)},\\
S_P&=\frac{(J-\Lambda)(J-1-\Lambda)}{2J}.
\end{aligned}
\tag{19}
\]

For \(q=-1\), replace \(\Lambda\) by \(-\Lambda\) in (19). The map \(C\) on both factors reverses \(J_x\) and \(J_z\) and keeps \(J_y\), so it leaves the total angular momentum unchanged while reversing both projections.

To verify the sum, put (19) over \(2J(J+1)\). The coefficient of \(\Lambda^2\) is \(J-(2J+1)+(J+1)=0\). That of \(\Lambda\) is \(J(2J+3)-(2J+1)-(J+1)(2J-1)=0\). The rest is \(J(J+1)[(J+2)+(2J+1)+(J-1)]=2J(J+1)(2J+1)\), which leaves \(2J+1\).

For \(J=0\) code must branch before it divides by \(J\). Only R exists, with \(S_R=1\) for each allowed \(q\).

### Missing lines and large J

The zeros of the formulas are the missing lines. A parallel band with \(\Lambda=0\) has no Q branch, and a parallel band with \(\Lambda\ne0\) has no P line from \(J=|\Lambda|\). A perpendicular band with \(q=+1\) and \(\Lambda\ge0\) has no Q line from \(J=\Lambda\) and no P line from \(J=\Lambda\) or \(J=\Lambda+1\), since the upper level would need \(J'<\Lambda'\).

At large \(J\) and fixed \(\Lambda\), a parallel band has \(S_R\approx S_P\approx J\), while \(S_Q\approx2\Lambda^2/J\) fades. A perpendicular band has \(S_Q\approx J\) and \(S_R\approx S_P\approx J/2\). Classically, the axis then turns in a plane nearly perpendicular to \(\mathbf J\). A dipole along the axis turns with it and feeds P and R. A perpendicular dipole with \(q=\pm1\) has equal components along \(\mathbf J\) and in the plane of rotation. The first is steady and feeds Q; the second turns and is shared by P and R.

### The factor of two in Σ–Π bands

Equation (16) concerns one signed pair. A Π state has two components, which can be written as real functions \(\Pi_x\) and \(\Pi_y\). Take a Σ state that is even under reflection in planes containing the axis; reflection in the \(xz\) plane then makes \(\langle\Pi_x|\mu_y|\Sigma\rangle\) and \(\langle\Pi_y|\mu_x|\Sigma\rangle\) vanish. Let \(\mu_\perp=\langle\Pi_x|\mu_x|\Sigma\rangle=\langle\Pi_y|\mu_y|\Sigma\rangle\), with vanishing cross elements, and let \(|\Pi_\pm\rangle=\mp(|\Pi_x\rangle\pm i|\Pi_y\rangle)/\sqrt2\). Then

\[
\langle\Pi_{+}|\mu_{+1}|\Sigma\rangle
=\tfrac12\big(\langle\Pi_x|-i\langle\Pi_y|\big)(\mu_x+i\mu_y)|\Sigma\rangle
=\tfrac12(\mu_\perp+\mu_\perp)=\mu_\perp ,
\]

and \(\langle\Pi_-|\mu_{-1}|\Sigma\rangle=\mu_\perp\) in the same way. There is no factor \(1/\sqrt2\) between the Cartesian and the signed moment. From a Σ state, both upper components together give \(2(2J+1)\mu_\perp^2\).

Where the two components are resolved, the eigenstates have definite parity. Inversion of all particles amounts to a reflection of the electrons in the body \(xz\) plane together with a half-turn of the body frame about \(y\). The reflection sends \(\Pi_\pm\) to \(-\Pi_\mp\), and the half-turn sends \(D^{J'*}_{M',\pm1}\) to \(D^{J'*}_{M',\mp1}\) times a real sign, because \(d^{J'}\) is real. Inversion thus exchanges the two full states up to a sign, and the eigenstates are the sum and the difference of the full \(\Lambda'=+1\) and \(\Lambda'=-1\) states, each divided by \(\sqrt2\). To find which lines reach which, the 3j symbol must be compared with its mirror image. A half-turn about \(y\) reverses \(J_x\) and \(J_z\), as \(C\) does, so for each \(J\) the two operators differ by a constant. The \(m=0\) state is the Legendre polynomial \(P_J(\cos\theta)\). The half-turn multiplies it by \((-1)^J\), while \(C\) leaves it alone, so the constant is \((-1)^J\). The invariant vector does not change under the half-turn, and its projections add to zero. Hence

\[
\begin{pmatrix}J'&1&J\\1&-1&0\end{pmatrix}
=(-1)^{J'+J+1}
\begin{pmatrix}J'&1&J\\-1&1&0\end{pmatrix}.
\tag{20}
\]

The amplitude also carries the sign \((-1)^{M'-\Lambda'}\), which is the same for \(\Lambda'=\pm1\). By (20) the two amplitudes are equal for P and R and opposite for Q. The P and R lines reach the sum state, the Q lines the difference state. Each has amplitude \(\sqrt2\) times the signed one and strength \(2S\mu_\perp^2\).

In the reverse band, Π to Σ, the same signs apply to the lower components. One gives P and R, the other Q, again with \(2S\). Equation (19) with \(\Lambda=1\), \(q=-1\) has \(S_Q=(2J+1)/2\) and \(S_P+S_R=(2J+1)/2\), so each resolved lower component has the total \(2J+1\).

### Worked example

Take a model molecule with band origin 3.0 eV, rotational constants \(B=2.0\times10^{-4}\) eV below and \(B'=1.8\times10^{-4}\) eV above, and \(|\mu_q|=0.50\) e Å. The lower level is \(J=3\). Equation (18) with \(\Lambda=1\) gives

\[
S_P=\frac{9-1}{3}=2.667,\qquad S_Q=\frac{7}{12}=0.583,\qquad S_R=\frac{16-1}{4}=3.750 .
\]

Equation (19) with \(\Lambda=1\), \(q=+1\) gives

\[
S_P=\frac{2\cdot1}{6}=0.333,\qquad
S_Q=\frac{7\cdot2\cdot5}{24}=2.917,\qquad
S_R=\frac{5\cdot6}{8}=3.750 .
\]

Four bands compare as follows:

| Λ → Λ′ | P | Q | R | Sum |
|---|---|---|---|---|
| 1 → 1 | 2.667 | 0.583 | 3.750 | 7 |
| 0 → 1 | 1.000 | 3.500 | 2.500 | 7 |
| 1 → 2 | 0.333 | 2.917 | 3.750 | 7 |
| 1 → 0 | 2.000 | 3.500 | 1.500 | 7 |

The R factors of the first and third rows coincide at this \(J\), so an R line alone would not tell these two bands apart. The ratio of Q to P does.

With terms that depend only on \(\Lambda\) absorbed in the origin, the line energy is \(3.0\ \text{eV}+B'J'(J'+1)-BJ(J+1)\). The lower term is \(12B=0.00240\) eV. The upper terms for \(J'=2,3,4\) are 0.00108, 0.00216 and 0.00360 eV. The lines lie at 2.99868 eV (P), 2.99976 eV (Q) and 3.00120 eV (R).

The strengths are \(S\) times \(0.50^2=0.25\) e² Å². For \(1\to1\) they are 0.667, 0.146 and 0.938 e² Å² in the order P, Q, R; for \(1\to2\) they are 0.083, 0.729 and 0.938 e² Å². Each band totals \(0.25\times7=1.75\) e² Å². Division by the squared Bohr radius, with \(a_0=0.529177\) Å, gives 6.25 atomic units.

For Σ to Π, the second row is doubled. In units of \(\mu_\perp^2\), the sum state receives 2 from P and 5 from R, the difference state receives 7 from Q, and the total is 14.

### Use in a program

In absorption, a level with population \(N_J\), spread evenly over \(M\), gives a line the weight \(N_JS/(2J+1)\). By (16), the weights of the lines belonging to one signed pair add to \(N_J\), where \(N_J\) is the population of the lower level with that signed \(\Lambda\). A Σ level feeds two pairs in a Σ–Π band, so there its lines add to \(2N_J\). In either case the summed weight of a band does not depend on temperature at fixed total population. In emission, use the population of the upper level and divide by \(2J'+1\) instead.

Factors of photon energy are separate from \(S\) and spoil an exact sum rule for intensities. In the example the outer lines differ by 0.0025 eV, less than 0.1 percent of the photon energy, so a factor linear in that energy changes the sharing by no more than that. Emission rates carry the cube of the energy, which changes the sharing of these three lines by up to about 0.2 percent. In a thermal band with \(B'\ne B\) the mean line energy shifts as higher \(J\) are populated, so the energy-weighted sum does depend on temperature. With the constants of the example, a linear factor lowers the sum of a Σ→Π band by 0.07 percent at 300 K and 0.85 percent at 3000 K, relative to its value at the origin energy.

Store signed \(\Lambda\), apply (16) to each signed pair, and count the pairs separately. If the populations refer to resolved components of the Π level in a Σ–Π band, use the doubled line factors with the components that the lines connect. Populations assigned to signed \(\Lambda\) presume that the two parity components of a level are equally populated. In a molecule with two identical nuclei they are not, because the components carry different nuclear-spin weights. When the nuclear spin is zero, only one component exists for each \(J\), so a Π level then gives either its Q line or its P and R lines to the Σ state, not all three. In that case the resolved populations must be used for lines that start from the Π level. When both levels are doubled, as in Π–Π or Π–Δ bands, each of the two signed amplitudes enters with weight 1/2, so an allowed line between resolved components carries \(S\) itself.

All numerical values are calculated from the stated model.
